# Ising couplings of stacked bilayers from polytype energy differences: test program

```python
"""
Result under test: for stacked bilayers with spins s_i = +1 or -1 and energy
per bilayer E = E0 - sum_n J_n <s_i s_(i+n)>, n = 1, 2, 3, the differences
D_X = E(X) - E(3C) per bilayer give
    J1 = D_2H/2 + D_4H/2 - 3 D_6H/4
    J2 = D_4H/2 - D_2H/4
    J3 = 3 D_6H/4 - D_4H/2
s_i is the sense of the lateral step between bilayers i and i+1.
K is a four-spin coupling, entering as -K <s_i s_(i+1) s_(i+2) s_(i+3)>.
V_m is the cost when two layers m apart have the same stacking letter.
Energies are in meV unless a name says otherwise.
The example uses rough round values in the regime of silicon carbide.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

STACKS = {
    "3C": [1], "2H": [1, -1], "4H": [1, 1, -1, -1],
    "6H": [1, 1, 1, -1, -1, -1], "15R": [1, 1, 1, -1, -1],
}


def correlation(spins, n):
    s = np.array(spins)
    return np.mean(s * np.roll(s, -n))


def spin_energy(spins, J, K=0.0):
    """Energy per bilayer without E0; J lists J1, J2, ..."""
    s = np.array(spins)
    four = np.mean(s * np.roll(s, -1) * np.roll(s, -2) * np.roll(s, -3))
    return -sum(Jn * correlation(s, n + 1) for n, Jn in enumerate(J)) - K * four


def letter_energy(spins, V):
    """Energy per bilayer from explicit A, B, C letters (0, 1, 2)."""
    steps = np.tile(spins, 3)          # three repeats always close the letters
    letters = np.concatenate(([0], np.cumsum(steps)[:-1])) % 3
    return sum(v * np.mean(letters == np.roll(letters, -m)) for m, v in V.items())


def differences(energy):
    return [energy(STACKS[x]) - energy(STACKS["3C"]) for x in ("2H", "4H", "6H")]


def invert(D):
    d2, d4, d6 = D
    return np.array([d2 / 2 + d4 / 2 - 3 * d6 / 4, d4 / 2 - d2 / 4,
                     3 * d6 / 4 - d4 / 2])


def fault_cost(energy, flipped):
    """Cost per lateral cell of reversing the listed spins in a 4H host."""
    host = np.array(STACKS["4H"] * 6)
    faulted = host.copy()
    faulted[flipped] *= -1
    return len(host) * (energy(faulted) - energy(host))


SINGLE, DOUBLE = [10], [10, 11]

# --- symbolic solution from counted correlations ---
def exact_correlation(name, n):
    s = STACKS[name]
    return sp.Rational(sum(s[i] * s[(i + n) % len(s)] for i in range(len(s))), len(s))


matrix = sp.Matrix([[exact_correlation("3C", n) - exact_correlation(x, n)
                     for n in (1, 2, 3)] for x in ("2H", "4H", "6H")])
determinant = matrix.det()
assert determinant == sp.Rational(16, 3)
d2, d4, d6 = sp.symbols("d2 d4 d6")
solved = matrix.LUsolve(sp.Matrix([d2, d4, d6]))
claimed = [d2/2 + d4/2 - 3*d6/4, d4/2 - d2/4, 3*d6/4 - d4/2]
assert all(sp.simplify(a - b) == 0 for a, b in zip(solved, claimed))

# --- aliasing, the 15R relation and fault costs, with random couplings ---
rng = np.random.default_rng(7)
for _ in range(20):
    J = rng.normal(size=6)
    K = rng.normal()
    D = differences(lambda s: spin_energy(s, J, K))
    expected = [J[0] - J[3] + J[4] + J[5] - K, J[1] + J[5],
                J[2] + J[3] - J[5] + K]
    assert np.allclose(invert(D), expected, atol=1e-12)

    def short(s):
        return spin_energy(s, J[:4], K)
    D = differences(short)
    D15 = short(STACKS["15R"]) - short(STACKS["3C"])
    assert abs(5 * D15 - 2 * D[1] - 3 * D[2]) < 1e-12
    assert abs(fault_cost(short, SINGLE) - (-4*J[1] + 8*K + 4*J[3])) < 1e-11
    assert abs(fault_cost(short, DOUBLE)
               - (-4*J[0] - 8*J[1] + 4*K + 8*J[3])) < 1e-11

    def three(s):
        return spin_energy(s, J[:3])
    D = differences(three)
    assert abs(fault_cost(three, SINGLE) - (D[0] - 2 * D[1])) < 1e-11
    assert abs(fault_cost(three, DOUBLE) - (3 * D[2] - 6 * D[1])) < 1e-11

# a fifth-neighbour coupling must break the 15R relation
only5 = [0, 0, 0, 0, 1.0]
D = differences(lambda s: spin_energy(s, only5))
D15_5 = spin_energy(STACKS["15R"], only5) - spin_energy(STACKS["3C"], only5)
break15 = 5 * D15_5 - 2 * D[1] - 3 * D[2]
assert abs(break15) > 1

# --- letters against spins: layer-pair costs create a four-spin term ---
for _ in range(20):
    v2, v3, v4 = rng.normal(size=3)
    J_map = [v2/2 - v3/2 + 3*v4/8, -v3/4 + v4/4, v4/8]
    K_map = -3 * v4 / 8
    shifts = []
    for _ in range(6):
        s = rng.choice([-1, 1], size=12)
        shifts.append(letter_energy(s, {2: v2, 3: v3, 4: v4})
                      - spin_energy(s, J_map, K_map))
    assert np.ptp(shifts) < 1e-12      # equal up to a constant
    D = differences(lambda s: letter_energy(s, {2: v2, 3: v3, 4: v4}))
    assert abs(invert(D)[2] + v4 / 4) < 1e-12

# --- worked example ---
D_in = np.array([5.0, -1.2, -1.1])
a_nm = 0.308
J_ex = invert(D_in)


def model(s):
    return spin_energy(s, J_ex)


assert np.allclose(differences(model), D_in, atol=1e-12)
D15_ex = model(STACKS["15R"]) - model(STACKS["3C"])
cost1, cost2 = fault_cost(model, SINGLE), fault_cost(model, DOUBLE)
area = np.sqrt(3) / 2 * a_nm**2
to_mJ = const.e * 1e-3 / (area * 1e-18) * 1e3

# every closed walk on eight three-spin words splits into cycles of length <= 8
all_stacks = [s for N in range(1, 9) for s in itertools.product((1, -1), repeat=N)]
energies = np.array([model(s) for s in all_stacks])
lowest = energies.min()
winners = [s for s, e in zip(all_stacks, energies) if e < lowest + 1e-10]
assert all(abs(correlation(s, 2) + 1) < 1e-12 for s in winners)   # only 4H
ground = lowest - model(STACKS["3C"])

# input error: worst case over all signs of a 0.1 meV error
delta = 0.1
J3_error = max(abs(invert(D_in + delta * np.array(sg))[2] - J_ex[2])
               for sg in itertools.product((-1, 1), repeat=3))
assert abs(J3_error - 1.25 * delta) < 1e-12

# four-spin effect: layer-pair model with the same three differences
V4 = -4 * J_ex[2]
V3 = V4 - 4 * J_ex[1]
V2 = 2 * (J_ex[0] + V3 / 2 - 3 * V4 / 4)
V = {2: V2, 3: V3, 4: V4}


def pair_model(s):
    return letter_energy(s, V)


assert np.allclose(differences(pair_model), D_in, atol=1e-12)
pair1, pair2 = fault_cost(pair_model, SINGLE), fault_cost(pair_model, DOUBLE)
assert abs(pair2 - cost2) < 1e-10 and abs(pair1 - cost1) > 1

# vibrations: six modes per bilayer cell, classical limit at growth temperature
T_growth = 2500.0
kT = const.k * T_growth / const.e * 1e3
mode_top = 120.0


def free_energy(w):
    return kT * np.log(2 * np.sinh(w / (2 * kT)))


h = 1e-4
slope = (free_energy(mode_top * (1 + h)) - free_energy(mode_top * (1 - h))) / (2 * h)
classical_ratio = slope / kT
assert abs(classical_ratio - 1) < 0.03   # remaining quantum term at the top mode
freq_shift = abs(D_in[1]) / (6 * kT)

# electrons falling into fault levels; lengths in nm, energies in eV
eps_r, mass, valleys = 9.7, 0.4, 3
coulomb = const.e / (const.epsilon_0 * eps_r) * 1e9          # e^2/eps in eV nm
dos = valleys * mass * const.m_e / (np.pi * const.hbar**2) * const.e * 1e-18


def electron_gain(depth, donors_cm3):
    """Largest energy gain (meV/nm^2) and its sheet density (1/nm^2)."""
    N = donors_cm3 * 1e-21
    def marginal(n):
        return depth - coulomb * n**2 / (8 * N) - n / dos
    n = brentq(marginal, 0, 10)
    gain = depth * n - coulomb * n**3 / (24 * N) - n**2 / (2 * dos)
    # independent energy: field energy of both depleted sides and band filling
    w = n / (2 * N)
    field = 2 * quad(lambda x: coulomb * (N * (w - x))**2 / 2, 0, w)[0]
    filling = quad(lambda e: e * dos, 0, n / dos)[0]
    assert abs(gain - (depth * n - field - filling)) < 1e-9
    return 1e3 * gain, n


depths = {"single": 0.2, "double": 0.6}
dopings = (1e16, 1e19)
gains = {(f, N): electron_gain(depths[f], N) for f in depths for N in dopings}
per_area = {"single": cost1 / area, "double": cost2 / area}
assert gains["double", 1e19][0] > per_area["double"]
assert gains["single", 1e19][0] < per_area["single"]
assert all(gains[f, 1e16][0] < 0.2 * per_area[f] for f in depths)

# --- printed numbers ---
print("Correlations c1, c2, c3 (no unit):")
for name, s in STACKS.items():
    print(f"  {name}: " + ", ".join(f"{correlation(s, n):.4f}" for n in (1, 2, 3)))
print(f"Determinant of the linear system: {determinant}")
print(f"15R relation, violation per unit J5: {break15:.3f}")
for name, value in zip(("2H", "4H", "6H"), D_in):
    print(f"Input D_{name}: {value:.2f} meV per bilayer")
for n, value in enumerate(J_ex, 1):
    print(f"J{n}: {value:.4f} meV")
print(f"Predicted D_15R: {D15_ex:.3f} meV per bilayer")
print(f"Stacks searched, periods 1 to 8: {len(all_stacks)}")
print(f"Lowest energy relative to 3C (4H only): {ground:.3f} meV per bilayer")
print(f"Worst J3 error for {delta} meV input errors: {J3_error:.3f} meV")
print(f"Lateral lattice constant: {a_nm} nm; cell area: {area:.5f} nm^2")
print(f"Single fault in 4H: {cost1:.3f} meV per cell = {cost1*to_mJ:.2f} mJ/m^2")
print(f"Double fault in 4H: {cost2:.3f} meV per cell = {cost2*to_mJ:.2f} mJ/m^2")
print(f"Layer-pair model V2, V3, V4: {V2:.3f}, {V3:.3f}, {V4:.3f} meV")
print(f"Layer-pair model true J3: {V4/8:.4f} meV; K: {-3*V4/8:.4f} meV")
print(f"Layer-pair model single fault: {pair1:.3f} meV per cell")
print(f"Layer-pair model double fault: {pair2:.3f} meV per cell")
print(f"Growth temperature: {T_growth:.0f} K; kT: {kT:.1f} meV")
print(f"Top mode energy: {mode_top:.0f} meV; slope/kT: {classical_ratio:.4f}")
print(f"Mean frequency shift cancelling D_4H: {100*freq_shift:.3f} percent")
print(f"Relative permittivity: {eps_r}; mass: {mass} m_e; valleys: {valleys}")
print(f"Two-dimensional density of states: {dos:.3f} per eV per nm^2")
for f in depths:
    print(f"{f} fault: level depth {depths[f]} eV, cost {per_area[f]:.1f} meV/nm^2")
    for N in dopings:
        g, n = gains[f, N]
        print(f"  donors {N:.0e} cm^-3: sheet density {n*1e14:.2e} cm^-2,"
              f" gain {g:.2f} meV/nm^2")
print("every check passed")
```

Running it gives:

```
Correlations c1, c2, c3 (no unit):
  3C: 1.0000, 1.0000, 1.0000
  2H: -1.0000, 1.0000, -1.0000
  4H: 0.0000, -1.0000, 0.0000
  6H: 0.3333, -0.3333, -1.0000
  15R: 0.2000, -0.6000, -0.6000
Determinant of the linear system: 16/3
15R relation, violation per unit J5: -4.000
Input D_2H: 5.00 meV per bilayer
Input D_4H: -1.20 meV per bilayer
Input D_6H: -1.10 meV per bilayer
J1: 2.7250 meV
J2: -1.8500 meV
J3: -0.2250 meV
Predicted D_15R: -1.140 meV per bilayer
Stacks searched, periods 1 to 8: 510
Lowest energy relative to 3C (4H only): -1.200 meV per bilayer
Worst J3 error for 0.1 meV input errors: 0.125 meV
Lateral lattice constant: 0.308 nm; cell area: 0.08215 nm^2
Single fault in 4H: 7.400 meV per cell = 14.43 mJ/m^2
Double fault in 4H: 3.900 meV per cell = 7.61 mJ/m^2
Layer-pair model V2, V3, V4: 12.400, 8.300, 0.900 meV
Layer-pair model true J3: 0.1125 meV; K: -0.3375 meV
Layer-pair model single fault: 4.700 meV per cell
Layer-pair model double fault: 3.900 meV per cell
Growth temperature: 2500 K; kT: 215.4 meV
Top mode energy: 120 meV; slope/kT: 1.0257
Mean frequency shift cancelling D_4H: 0.093 percent
Relative permittivity: 9.7; mass: 0.4 m_e; valleys: 3
Two-dimensional density of states: 5.013 per eV per nm^2
single fault: level depth 0.2 eV, cost 90.1 meV/nm^2
  donors 1e+16 cm^-3: sheet density 2.92e+11 cm^-2, gain 0.39 meV/nm^2
  donors 1e+19 cm^-3: sheet density 8.84e+12 cm^-2, gain 11.53 meV/nm^2
double fault: level depth 0.6 eV, cost 47.5 meV/nm^2
  donors 1e+16 cm^-3: sheet density 5.07e+11 cm^-2, gain 2.03 meV/nm^2
  donors 1e+19 cm^-3: sheet density 1.56e+13 cm^-2, gain 61.66 meV/nm^2
every check passed
```
